# Electron Wind on an Impurity from Partial-Wave Phase Shifts

A current-carrying metal pushes on its impurities because the drifting electrons scatter from them. Consider a heavy, fixed impurity represented by a spherical, short-ranged potential $V(r)$. The electrons have a parabolic band, mass $m$ and charge $-e$, with $e>0$; scattering is elastic and independent of spin. The force along the applied field $\mathbf E$ is written $\mathbf F=Z_w e\mathbf E$, which defines the wind valence $Z_w$. The direct electrostatic force of the field on the impurity is a separate contribution and is not calculated here.

## (a) Momentum transfer from one beam

**A beam of unit density and wave vector $k\hat{\mathbf z}$ meets the impurity. Which cross-section fixes the force, and what is it in terms of the phase shifts $\delta_l$?**

*Solution.* The beam has flux $v=\hbar k/m$. Electrons are scattered into $d\Omega$ at the rate $v|f(\theta)|^2d\Omega$, where $f$ is the scattering amplitude. Each gives the impurity a $z$ momentum $\hbar k(1-\cos\theta)$. The transverse parts cancel on integration over azimuth. The force is therefore

$$p(k)=\hbar k\,v\,\sigma_{tr},\qquad \sigma_{tr}=\int|f|^2(1-\cos\theta)\,d\Omega .$$

To find $f$, write the scattering state as

$$\psi=\sum_l(2l+1)i^l e^{i\delta_l}\frac{u_l(r)}{kr}P_l(\cos\theta),\qquad u_l\to\sin(kr-l\pi/2+\delta_l).$$

With $a=kr-l\pi/2$,

$$e^{i\delta_l}\sin(a+\delta_l)=\sin a+e^{i\delta_l}\sin\delta_l\,e^{ia}.$$

The first term belongs to the incident plane wave and the second is outgoing. Since $i^le^{-il\pi/2}=1$,

$$f=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta).$$

Let $x=\cos\theta$. Two integrals are needed:

$$\int_{-1}^1P_l^2dx=\frac{2}{2l+1},\qquad
\int_{-1}^1xP_lP_{l+1}dx=\frac{2(l+1)}{(2l+1)(2l+3)}.$$

The second follows from $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$, which also shows that $x$ couples only neighbouring $l$. Thus

$$\int|f|^2d\Omega=\frac{4\pi}{k^2}\sum_l(2l+1)\sin^2\delta_l,$$

$$\int|f|^2\cos\theta\,d\Omega=\frac{8\pi}{k^2}\sum_l(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

In the second line each pair occurs twice, as a complex number and its conjugate, which produces the cosine.

Now split $2l+1=(l+1)+l$. Shifting the index in the second piece gives $\sum_l l\sin^2\delta_l=\sum_l(l+1)\sin^2\delta_{l+1}$. The difference of the two integrals becomes

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\big[\sin^2\delta_l+\sin^2\delta_{l+1}-2\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\big].$$

The bracket is $|e^{i\delta_l}\sin\delta_l-e^{i\delta_{l+1}}\sin\delta_{l+1}|^2$. Because $e^{i\delta}\sin\delta=(e^{2i\delta}-1)/2i$, it equals $|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2/4=\sin^2(\delta_l-\delta_{l+1})$. Hence

$$\boxed{\sigma_{tr}=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}).}$$

Two limits show what the differences mean. If one channel $L$ alone scatters, it enters two pairs, with weights $L$ and $L+1$. Then $\sigma_{tr}=4\pi(2L+1)\sin^2\delta_L/k^2$, the total cross-section: a single partial wave scatters equally forward and backward.

In the opposite, semiclassical limit many $l$ contribute and $\delta_l$ varies smoothly. At large $l$, $P_l$ contains the phases $\pm l\theta$, and the scattered wave contains $2\delta_l$. The sum over $l$ is dominated by stationary total phase, so the deflection angle has magnitude $\Theta=2|d\delta_l/dl|$. With impact parameter $b=l/k$,

$$\sigma_{tr}\simeq4\pi\int b\sin^2(\Theta/2)\,db=2\pi\int b(1-\cos\Theta)\,db,$$

the classical momentum-transfer cross-section. A phase-shift difference is thus the quantum counterpart of half a deflection angle.

## (b) The same force from the potential gradient

**Calculate the force directly from the electron density around the impurity, without using scattering probabilities.**

*Solution.* If the impurity is at $\mathbf R$, the interaction is $V(|\mathbf r-\mathbf R|)$. The force on the impurity is $-\langle\partial V/\partial R_z\rangle=+\langle\partial V/\partial z\rangle$, so

$$p=\int|\psi|^2V'(r)\cos\theta\,d^3r.$$

Let $\Delta_l=\delta_l-\delta_{l+1}$ and $I_l=\int_0^\infty V'u_lu_{l+1}dr$. The factor $\cos\theta$ again couples neighbours. Their coefficients give $i^l(-i)^{l+1}e^{i\Delta_l}=-ie^{i\Delta_l}$, and adding the conjugate gives $2\sin\Delta_l$. With the angular integral from (a),

$$p=\frac{8\pi}{k^2}\sum_l(l+1)\sin\Delta_l\,I_l.$$

To evaluate $I_l$, set $U=2mV/\hbar^2$, $u=u_l$ and $w=u_{l+1}$. The radial equations are

$$u''=\Big[\frac{l(l+1)}{r^2}+U-k^2\Big]u,\qquad
w''=\Big[\frac{(l+1)(l+2)}{r^2}+U-k^2\Big]w.$$

Consider

$$G=-u'w'+(U-k^2)uw-(l+1)\frac{u'w-uw'}r+(l+1)^2\frac{uw}{r^2}.$$

The derivatives of its four terms are, in order,

$$-(U-k^2)(uw)'-\frac{l(l+1)uw'+(l+1)(l+2)u'w}{r^2},$$

$$U'uw+(U-k^2)(uw)',$$

$$\frac{2(l+1)^2uw}{r^3}+\frac{(l+1)(u'w-uw')}{r^2},$$

$$\frac{(l+1)^2(u'w+uw')}{r^2}-\frac{2(l+1)^2uw}{r^3}.$$

The third line uses $(u'w-uw')'=-2(l+1)uw/r^2$. In the sum, the coefficient of $u'w/r^2$ is $(l+1)[-(l+2)+1+(l+1)]=0$. That of $uw'/r^2$ is $(l+1)[-l-1+(l+1)]=0$. The remaining terms also cancel, leaving $G'=U'uw$.

At the origin $u\sim r^{l+1}$ and $w\sim r^{l+2}$, so $G\to0$ for a potential no more singular than $1/r$. At large $r$, the arguments of the two sine waves differ by $\pi/2+\Delta_l$, and

$$G\to-k^2\cos(\pi/2+\Delta_l)=k^2\sin\Delta_l.$$

Integration gives

$$I_l=\frac{\hbar^2k^2}{2m}\sin\Delta_l,\qquad
p=\frac{4\pi\hbar^2}{m}\sum_l(l+1)\sin^2\Delta_l=\hbar kv\sigma_{tr}.$$

The distorted electron density around the impurity therefore exerts the same force as the momentum count in (a). These are two descriptions of one force and must not be added.

## (c) From a beam to a current-carrying metal

**The host has electron density $n$, resistivity $\rho$ and a relaxation time $\tau$. Find $Z_w$ to first order in the field at low temperature. Does Pauli blocking change the answer?**

*Solution.* Let $f_{\mathbf k}$ be the occupation and $W_{\mathbf k\mathbf k'}$ the elastic scattering rate. With blocking, the force is a sum over initial and final states of

$$W_{\mathbf k\mathbf k'}\hbar(\mathbf k-\mathbf k')f_{\mathbf k}(1-f_{\mathbf k'}).$$

For a spherical potential $W$ is symmetric in $\mathbf k,\mathbf k'$. The product $f_{\mathbf k}f_{\mathbf k'}$ is symmetric too, whereas $\mathbf k-\mathbf k'$ is antisymmetric. The blocking term sums to zero, so each occupied state contributes $p(k)\hat{\mathbf k}$.

The steady Boltzmann equation with isotropic relaxation is

$$-\frac{e\mathbf E}{\hbar}\cdot\nabla_{\mathbf k}f_0=-\frac{\delta f}{\tau}.$$

Its solution is a displaced Fermi sphere:

$$\delta f=-\mathbf q\cdot\nabla_{\mathbf k}f_0=\mathbf q\cdot\hat{\mathbf k}\,\delta(k-k_F),\qquad \mathbf q=-\frac{e\tau\mathbf E}{\hbar}.$$

The undisplaced sphere gives no force. Including two spins and using the angular average $\langle\hat k_i\hat k_j\rangle=\delta_{ij}/3$,

$$\mathbf F=\frac{2}{(2\pi)^3}\frac{4\pi k_F^2}{3}\,p(k_F)\,\mathbf q
=\frac{k_F^3}{3\pi^2}\hbar v_F\sigma_{tr}(k_F)\,\mathbf q
=n\hbar v_F\sigma_{tr}(k_F)\,\mathbf q.$$

Here $n=k_F^3/3\pi^2$. Inserting $\mathbf q$ and the mean free path $\Lambda=v_F\tau$ gives $\mathbf F=-n\Lambda\sigma_{tr}e\mathbf E$. The same displacement carries the current $\mathbf j=-en\hbar\mathbf q/m=ne^2\tau\mathbf E/m$, so $\rho=m/(ne^2\tau)$. Eliminating $\tau$ yields

$$\boxed{Z_w=-n\Lambda\sigma_{tr}(k_F)=-\frac{\hbar k_F\sigma_{tr}(k_F)}{e^2\rho}.}$$

The minus sign means that the wind pushes the impurity along the electron drift, opposite to $\mathbf E$. At fixed field the force grows as the host becomes cleaner. At fixed current density, $\mathbf E=\rho\mathbf j$ gives $\mathbf F=-(\hbar k_F\sigma_{tr}/e)\mathbf j$, from which $\rho$ has disappeared.

There is a useful relation to resistance. Impurities of density $n_i$ take momentum from the electrons at the rate $n_i\mathbf F=n\hbar\mathbf q\,(n_iv_F\sigma_{tr})$. Their own relaxation rate is therefore $n_iv_F\sigma_{tr}$, and their resistivity is $\rho_i=mv_Fn_i\sigma_{tr}/(ne^2)$. It follows that

$$Z_w=-\frac{n}{n_i}\frac{\rho_i}{\rho}.$$

The denominator is the total resistivity, including $\rho_i$. If these impurities are the only scatterers, $n_i\mathbf F=-ne\mathbf E$: they receive all the momentum that the field supplies to the electrons.

The derivation requires $k_F\Lambda\gg1$ and $\Lambda$ much longer than the range of $V$, so that a nearly free wave reaches an isolated impurity. A nonspherical Fermi surface, or strong scattering from displaced neighbouring atoms, requires a different calculation. So does the saddle point of an atomic jump, where the surroundings are not spherical.

## (d) A condition on the screened potential

**An impurity has excess charge $Z_ie$. What must its phase shifts satisfy if the metal screens it completely?**

*Solution.* Put the impurity at the centre of a large sphere of radius $R$ with a hard wall. For each $l$, levels well inside the continuum satisfy

$$k_nR-l\pi/2+\delta_l(k_n)=n_r\pi,$$

with integer $n_r$. Turn the potential on gradually from zero. Each level moves continuously and keeps its integer; a level drawn below zero energy remains in the count. At fixed $k_F$, the smooth part of the number of levels below $k_F$ changes by $\delta_l(k_F)/\pi$. There are $2l+1$ orientations and two spins, so neutrality requires the Friedel condition

$$\frac2\pi\sum_l(2l+1)\delta_l(k_F)=Z_i.$$

Here $\delta_l$ must be followed continuously from zero potential. Adding $\pi$ to one phase would add $2(2l+1)$ electrons to this count, although it would leave $\sigma_{tr}$ unchanged.

## (e) A numerical case

**Take a free-electron host with $r_s=3\,a_0$ and $\rho=5\ \mu\Omega\,$cm, and an impurity with $Z_i=1$. Model the screened attraction by $V=-e^2e^{-\kappa r}/(4\pi\varepsilon_0r)$. Find $Z_w$ and the force at $j=10^{10}\ \mathrm{A/m^2}$.**

*Solution.* The density $n=3/(4\pi r_s^3)$ gives $k_F=0.6397\,a_0^{-1}$. Solving the radial equation and adjusting $\kappa$ to meet the Friedel condition gives $\kappa=1.131\,a_0^{-1}$ and

$$\delta_0=1.1688,\quad\delta_1=0.1019,\quad\delta_2=0.0147,\quad\delta_3=0.0025.$$

The common factor is $4\pi/k_F^2=30.71\,a_0^2$. The first two pairs contribute

$$30.71\sin^2(1.0670)=23.55\,a_0^2,\qquad
2(30.71)\sin^2(0.08715)=0.47\,a_0^2.$$

The remaining pairs add about $0.01\,a_0^2$, so $\sigma_{tr}=24.03\,a_0^2=6.729\times10^{-20}\ \mathrm{m^2}$.

With $n=5.967\times10^{28}\ \mathrm{m^{-3}}$ and $\Lambda=1.665\times10^{-8}\ \mathrm m$,

$$Z_w=-(5.967\times10^{28})(1.665\times10^{-8})(6.729\times10^{-20})\approx-67.$$

This is not a charge residing on the impurity. It is large because $\Lambda$ is long: an electron gathers momentum from the field over about 17 nm and can deliver it in one collision. The product $k_F\Lambda\approx201$ supports the use of well-defined waves between collisions.

The field is $\rho j=(5\times10^{-8})(10^{10})=500\ \mathrm{V/m}$. The wind force is therefore about $-3.3\times10^4\ \mathrm{eV/m}$, or $-33\ \mu\mathrm{eV/nm}$ ($-5.4\times10^{-15}$ N).

The value $-67$ applies when the impurities hardly alter $\rho$. At $n_i/n=0.01$ they would contribute $\rho_i=3.34\ \mu\Omega\,$cm. If this adds to a background of $5\ \mu\Omega\,$cm, the total is $8.34\ \mu\Omega\,$cm and

$$Z_w=-100\times\frac{3.34}{8.34}\approx-40.$$

The force per impurity at fixed $j$ is unchanged in this model; the valence falls because a larger field is needed to drive that current.

## (f) Why the phase differences matter here

**Compare the result with two simplifications: using the total cross-section, and keeping the s wave alone. Explain the differences, and state what has been checked.**

*Solution.* The total cross-section is $26.99\,a_0^2$ and would give $Z_w\approx-75$, a magnitude 12% above that from $\sigma_{tr}$. From (a), the difference is the interference sum. Its first two terms are

$$\frac{8\pi}{k_F^2}\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)\approx2.78\,a_0^2,$$

$$\frac{16\pi}{k_F^2}\sin\delta_1\sin\delta_2\cos(\delta_1-\delta_2)\approx0.18\,a_0^2.$$

They account for nearly all of $26.99-24.03=2.96\,a_0^2$. Both are positive, so interference favours forward scattering, which transfers less momentum.

Keeping $\delta_0$ alone gives $26.01\,a_0^2$ and $Z_w\approx-72$, a magnitude 8% too large relative to the full sum. This truncation keeps the $\delta_0$ found above and screens only $2\delta_0/\pi=0.74$ electron; an s wave made to satisfy (d) by itself would have $\delta_0=\pi/2$, $\sigma_{tr}=30.71\,a_0^2$ and $Z_w\approx-85$. Although $\delta_1$ is small, it reduces the leading difference from $1.169$ to $1.067$. Adding a partial wave has lowered the transport cross-section.

The numerical output below includes two evaluations of the force on the impurity for a unit-density beam, one from the potential gradient and one from $\hbar kv\sigma_{tr}$. They agree to the digits shown. Further tests compared the phase-difference sum with angular integration, the radial integrals for $l=0$ to $3$ with their closed form, and the momentum transfer with and without blocking. A Fermi sphere displaced by 1% of $k_F$, combined with potential-gradient forces, gave $-66.834$ against $-66.836$ from the formula. Since the force is odd in the displacement, the first relative correction is of order $(q/k_F)^2=10^{-4}$, consistent with this small difference.

A separate calculation of s levels in a hard-walled sphere tested the absolute branch of $\delta_0$: it gave $1.2018$ against $1.2020$ from the radial wave at the same $k$. The lowest level lies slightly below zero, at $-0.0005$ hartree. Extending its wavefunction by zero outside the sphere gives a trial state of negative energy, so this potential has a weakly bound state in free space. Its binding, about $0.001$ hartree, is smaller than $\hbar/\tau\approx0.002$ hartree, so in this host it is not a sharp level; what matters below is only that it is counted. That level belongs in the Friedel count, and the continuous phase includes it: $\delta_0$ tends to $\pi$ as $k\to0$ and has fallen to $1.169$ at $k_F$. Resetting the phase to zero at $k=0$ would subtract $\pi$ at every $k$ and remove two electrons from the count.

These checks test the derivation and the numerical solution, not the Yukawa shape. The Friedel condition fixes one weighted sum of phase shifts, while $Z_w$ depends on their differences. Another potential with the same screening charge can therefore give another wind valence, and the change can be large. Gaussian wells $-V_0e^{-r^2/a^2}$, with $V_0$ fixed by the same condition, give $Z_w\approx-80$, $-26$ and $-7$ for $a=1$, $2$ and $3\,a_0$: a wider well shares the charge among more partial waves and shrinks the differences. The Yukawa form keeps the bare $1/r$ core, so $-67$ describes a point charge such as a proton and should not be read as typical of a solute atom with an ion core. A self-consistent screening calculation would change the phase shifts used in the sum, but not the relation between those phase shifts and the force within the assumptions above.

## Numbers as computed

```
density parameter r_s = 3.0 a0
host resistivity = 5.0 microohm cm
impurity excess charge = 1 e
electron density = 5.9668e+28 m^-3
Fermi wave number = 0.63972 a0^-1
Fermi wave number = 1.2089e+10 m^-1
Fermi velocity = 1.3995e+06 m/s
relaxation time = 11.895 fs
mean free path = 16.647 nm
screening constant kappa = 1.13146 a0^-1
delta_0 = 1.168834 rad
delta_1 = 0.101876 rad
delta_2 = 0.014731 rad
delta_3 = 0.002498 rad
delta_4 = 0.000448 rad
delta_5 = 0.000083 rad
delta_12 (last kept) = 7.86e-10 rad
Friedel sum = 1.000000 electrons
pair (0,1) part of sigma_tr = 23.54926 a0^2
pair (1,2) part of sigma_tr = 0.46521 a0^2
pair (2,3) part of sigma_tr = 0.01379 a0^2
pair (3,4) part of sigma_tr = 0.00052 a0^2
pair (4,5) part of sigma_tr = 0.00002 a0^2
sigma_tr = 24.0288 a0^2
sigma_tr = 6.7287e-20 m^2
total cross-section = 26.9942 a0^2
s-wave-only cross-section = 26.0067 a0^2
operator force, unit density = 9.833566 a.u.
k v sigma_tr, unit density = 9.833566 a.u.
blocked momentum transfer = 3.042916 a0^2
unblocked momentum transfer = 3.042916 a0^2
lowest s level in box = -0.00052 hartree
box-test wave number = 0.58826 a0^-1
delta_0 from box level = 1.20179 rad
delta_0 from radial wave = 1.20199 rad
wind valence, formula = -66.836
wind valence, displaced sphere = -66.834
valence if total used = -75.084
valence if s wave only = -72.337
impurity resistivity at n_i/n = 0.01: 3.3418 microohm cm
current density = 1.0e+10 A/m^2
electric field = 500.0 V/m
wind force = -5.3541e-15 N
wind force = -33.418 microeV/nm
```
